# How the weak leading 2p line of Ti⁴⁺ borrows its intensity: test program

```python
# RESULT UNDER TEST: the J=1 Hamiltonian of 2p5 3d1 in the basis 3P1, 3D1, 1P1
# and the dipole strengths from closed-shell 2p6, given by the 1P1 weights.
# zp, zd: spin-orbit constants of 2p and 3d; F2, G1, G3: 2p-3d Slater integrals.
# Energies of the small matrix are counted from E_c, common to its three states.
# Independent road: all 60 determinants, with angular integrals by quadrature.
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt
import numpy as np
from scipy.special import lpmv


def three_level(zp, zd, F2, G1):
    a = sqrt(3) * (zp + zd) / 4
    b = sqrt(2) * (zp - 3 * zd) / 4
    c = sqrt(6) * (zp - zd) / 4
    return np.array([[-F2 / 5 - zp / 4 - 3 * zd / 4, a, b],
                     [a, F2 / 5 + zp / 4 - 5 * zd / 4, c],
                     [b, c, -F2 / 5 + 4 * G1 / 3]])


# ---------- angular integrals <l1 m1 | C^k_q | l2 m2> by quadrature ----------
nodes, node_weights = np.polynomial.legendre.leggauss(16)


def theta_part(l, m):
    n = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - n) / factorial(l + n))
    return norm * lpmv(n, l, nodes) * ((-1) ** n if m < 0 else 1)


@lru_cache(maxsize=None)
def angular(k, l1, m1, l2, m2):
    q = m1 - m2
    if abs(q) > k:
        return 0.0
    product = theta_part(l1, m1) * theta_part(k, q) * theta_part(l2, m2)
    return sqrt(2 / (2 * k + 1)) * float(np.dot(node_weights, product))


# ---------- spin orbitals, determinants and many-electron operators ----------
orbitals = [(l, m, s) for l in (1, 2) for m in range(-l, l + 1)
            for s in (-0.5, 0.5)]
N = len(orbitals)
closed_shell = (1 << 6) - 1
dets = [(closed_shell ^ (1 << h)) | (1 << e)
        for h in range(6) for e in range(6, N)]
position = {det: i for i, det in enumerate(dets)}


def flip(det, i, occupied):
    """Remove (occupied=1) or add (occupied=0) an electron in orbital i."""
    if ((det >> i) & 1) != occupied:
        return 0, det
    sign = -1 if bin(det & ((1 << i) - 1)).count("1") % 2 else 1
    return sign, det ^ (1 << i)


def one_body(h, sources):
    result = np.zeros((len(dets), len(sources)))
    pairs = [(int(i), int(j)) for i, j in np.argwhere(np.abs(h) > 1e-14)]
    for column, det in enumerate(sources):
        for i, j in pairs:
            s1, d1 = flip(det, j, 1)
            if s1 == 0:
                continue
            s2, d2 = flip(d1, i, 0)
            if s2 and d2 in position:
                result[position[d2], column] += s1 * s2 * h[i, j]
    return result


def coulomb_element(kind, k, a, b, c, d):
    (la, ma, sa), (lb, mb, sb) = orbitals[a], orbitals[b]
    (lc, mc, sc), (ld, md, sd) = orbitals[c], orbitals[d]
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    allowed = {"F_pp": la == lb == lc == ld == 1,
               "F_pd": la == lc and lb == ld and la != lb,
               "G_pd": la == ld and lb == lc and la != lb}[kind]
    if not allowed:
        return 0.0
    return angular(k, lc, mc, la, ma) * angular(k, lb, mb, ld, md)


def two_body(kind, k):
    result = np.zeros((len(dets), len(dets)))
    pairs = list(combinations(range(N), 2))
    for c, d in pairs:
        targets = []
        for a, b in pairs:
            value = (coulomb_element(kind, k, a, b, c, d)
                     - coulomb_element(kind, k, a, b, d, c))
            if abs(value) > 1e-14:
                targets.append((a, b, value))
        for column, det in enumerate(dets):
            s1, d1 = flip(det, c, 1)
            s2, d2 = flip(d1, d, 1)
            if s1 * s2 == 0:
                continue
            for a, b, value in targets:
                s3, d3 = flip(d2, b, 0)
                s4, d4 = flip(d3, a, 0)
                if s3 * s4 and d4 in position:
                    result[position[d4], column] += s1 * s2 * s3 * s4 * value
    return result


lz = np.diag([float(m) for l, m, s in orbitals])
sz = np.diag([s for l, m, s in orbitals])
lp, sp, dipole = np.zeros((N, N)), np.zeros((N, N)), np.zeros((N, N))
for i, (l, m, s) in enumerate(orbitals):
    for j, (l2, m2, s2) in enumerate(orbitals):
        if l == l2 and m == m2 + 1 and s == s2:
            lp[i, j] = sqrt(l * (l + 1) - m2 * (m2 + 1))
        if l == l2 and m == m2 and s == s2 + 1:
            sp[i, j] = 1.0
        if l == 2 and l2 == 1 and m == m2 and s == s2:
            dipole[i, j] = angular(1, l, m, l2, m2)
ls = lz @ sz + 0.5 * (lp @ sp.T + lp.T @ sp)
in_p = np.diag([float(l == 1) for l, m, s in orbitals])
in_d = np.eye(N) - in_p

parts = {"zp": one_body(in_p @ ls, dets), "zd": one_body(in_d @ ls, dets),
         "F2": two_body("F_pd", 2), "G1": two_body("G_pd", 1),
         "G3": two_body("G_pd", 3)}
core_part = two_body("F_pp", 2)
identity = np.eye(len(dets))
assert np.allclose(core_part, core_part[0, 0] * identity, atol=1e-11)


def centred(matrix):
    return matrix - np.trace(matrix) / len(dets) * identity


def full_hamiltonian(zp, zd, F2, G1, G3):
    values = {"zp": zp, "zd": zd, "F2": F2, "G1": G1, "G3": G3}
    return centred(sum(values[name] * parts[name] for name in parts))


# ---------- direct test of every element in the LS basis, M=0 ----------
Lz, Lp = one_body(lz, dets), one_body(lp, dets)
Sz, Sp = one_body(sz, dets), one_body(sp, dets)


def square(z, plus):
    return plus.T @ plus + z @ z + z


L2, S2, J2 = square(Lz, Lp), square(Sz, Sp), square(Lz + Sz, Lp + Sp)
label_operator = L2 + 10.1 * S2 + 101.3 * J2 + 1003.7 * (Lz + Sz)
labels, label_states = np.linalg.eigh(label_operator)
columns = []
for L, S in ((1, 1), (2, 1), (1, 0)):
    wanted = L * (L + 1) + 10.1 * S * (S + 1) + 101.3 * 2
    found = np.flatnonzero(np.abs(labels - wanted) < 1e-6)
    assert len(found) == 1
    columns.append(label_states[:, found[0]])
T = np.array(columns).T
phase_probe = T.T @ parts["zp"] @ T
T[:, 1] *= np.sign(phase_probe[0, 1])
T[:, 2] *= np.sign(phase_probe[0, 2])
for index, name in enumerate(("zp", "zd", "F2", "G1")):
    unit = [0.0] * 4
    unit[index] = 1.0
    expected = three_level(*unit)
    if name == "G1":
        expected = expected - np.eye(3) / 15
    assert np.allclose(T.T @ centred(parts[name]) @ T, expected, atol=1e-10)
assert np.allclose(T.T @ centred(parts["G3"]) @ T, -3 / 70 * np.eye(3),
                   atol=1e-10)

# Direct quadrupole factors, including their reversed sign for a hole
for L, S, factor in ((1, 1, -1 / 5), (2, 1, 1 / 5), (3, 1, -2 / 35)):
    mask = (np.abs(labels - (L * (L + 1) + 10.1 * S * (S + 1)
            + 101.3 * L * (L + 1))) < 1e-6)
    assert mask.sum() == 1
    state = label_states[:, mask][:, 0]
    assert abs(state @ parts["F2"] @ state - factor) < 1e-10

# ---------- bright state and line strengths in the full configuration ----------
bright = one_body(dipole, [closed_shell])[:, 0]
bright_norm = float(bright @ bright)
assert abs(bright_norm - 4 / 3) < 1e-11
assert np.allclose((T.T @ bright)[:2], 0, atol=1e-11)
assert abs((T.T @ bright)[2] ** 2 - bright_norm) < 1e-11


def strengths_in_full_space(parameters, energies_from_common):
    zp, zd, F2, G1, G3 = parameters
    levels, states = np.linalg.eigh(full_hamiltonian(*parameters))
    strengths = (states.T @ bright) ** 2 / bright_norm
    shift = -G1 / 15 - 3 * G3 / 70
    answer = []
    for energy in energies_from_common:
        mask = np.abs(levels - energy - shift) < 1e-7
        assert mask.any()
        answer.append(strengths[mask].sum())
    return np.array(answer)


def solve(zp, zd, F2, G1):
    levels, states = np.linalg.eigh(three_level(zp, zd, F2, G1))
    return levels, states, states[2] ** 2


def triplet_analysis(H):
    theta = 0.5 * np.arctan2(2 * H[0, 1], H[1, 1] - H[0, 0])
    mean = (H[0, 0] + H[1, 1]) / 2
    half = sqrt(((H[1, 1] - H[0, 0]) / 2) ** 2 + H[0, 1] ** 2)
    direct = np.cos(theta) * H[0, 2]
    detour = -np.sin(theta) * H[1, 2]
    upper = np.sin(theta) * H[0, 2] + np.cos(theta) * H[1, 2]
    return theta, mean - half, mean + half, direct, detour, upper


zp, zd, F2, G1, G3 = 4.0, 0.05, 5.0, 4.0, 2.0
for parameters in ((zp, zd, F2, G1, G3), (2.3, 0.4, 3.1, 1.7, 0.9),
                   (7.0, 0.2, 1.3, 5.1, 2.8), (4.0, 0.3, 0.0, 0.0, 0.0)):
    levels, states, weights = solve(*parameters[:4])
    assert np.allclose(strengths_in_full_space(parameters, levels), weights,
                       atol=1e-9)
    H = three_level(*parameters[:4])
    theta, low, high, direct, detour, upper = triplet_analysis(H)
    assert np.allclose(np.linalg.eigvalsh(H[:2, :2]), [low, high], atol=1e-11)
    for n in range(3):
        others = np.delete(levels, n)
        secular = ((levels[n] - low) * (levels[n] - high)
                   / np.prod(levels[n] - others))
        assert abs(secular - weights[n]) < 1e-10
    p, d, f = parameters[0], parameters[1], parameters[2] / 5
    law = sqrt(3) / 16 * abs(4 * f * (p - 3 * d) * (p - d)
                             - 2 * p * d * (3 * p - 5 * d))
    assert abs(abs((direct + detour) * upper) * (high - low) - law) < 1e-10

levels, states, weights = solve(zp, zd, F2, G1)
H = three_level(zp, zd, F2, G1)
theta, low, high, direct, detour, upper = triplet_analysis(H)
lower_coupling = direct + detour
estimate = (lower_coupling / (H[2, 2] - low - upper ** 2 / (high - low))) ** 2
assert abs(estimate / weights[0] - 1) < 0.05  # leading order in lower coupling
assert direct * detour < 0 and weights[0] < 0.02

# Exact darkness, tested also in the full determinant space
dark_levels, _, dark_weights = solve(zp, 0, 0, G1)
dark_theta = triplet_analysis(three_level(zp, 0, 0, G1))[0]
assert dark_weights[0] < 1e-20
assert abs(np.degrees(dark_theta) - 30) < 1e-10
assert strengths_in_full_space((zp, 0, 0, G1, G3), dark_levels[:1])[0] < 1e-18
F2_dark = (5 * zp * zd * (3 * zp - 5 * zd)
           / (2 * (zp - 3 * zd) * (zp - zd)))
zero_levels, _, zero_weights = solve(zp, zd, F2_dark, G1)
assert zero_weights[0] < 1e-20
assert strengths_in_full_space((zp, zd, F2_dark, G1, G3),
                               zero_levels[:1])[0] < 1e-18
growth = [solve(zp, zd, value, G1)[2][0]
          for value in np.linspace(F2_dark, F2, 30)]
assert np.all(np.diff(growth) > 0)

# Changes that expose the causes of the leading strength
without_F2 = solve(zp, zd, 0, G1)[2][0]
without_zd = solve(zp, 0, F2, G1)[2][0]
without_zp = solve(0, zd, F2, G1)[2][0]
cut = H.copy()
cut[0, 1] = cut[1, 0] = 0
without_mixing = np.linalg.eigh(cut)[1][2, 0] ** 2
assert without_F2 < 0.1 * weights[0]
assert without_zp < 0.1 * weights[0]
assert without_mixing > 3 * weights[0]
jj_weights = solve(zp, zd, 0, 0)[2]
assert np.allclose(jj_weights, [1 / 15, 3 / 5, 1 / 3], atol=1e-11)

print("Model parameters, round values")
for name, value in (("2p spin-orbit zp", zp), ("3d spin-orbit zd", zd),
                    ("F2(2p,3d)", F2), ("G1(2p,3d)", G1), ("G3(2p,3d)", G3)):
    print(f"{name} = {value:.2f} eV")
print("J=1 matrix from E_c, order 3P1 3D1 1P1, in eV")
for row in H:
    print("  ".join(f"{value:9.4f}" for value in row))
print(f"configuration average minus E_c = {G1 / 15 + 3 * G3 / 70:.4f} eV")
print(f"triplet mixing angle = {np.degrees(theta):.3f} degrees")
print(f"lower triplet energy mu- = {low:.4f} eV")
print(f"upper triplet energy mu+ = {high:.4f} eV")
print(f"direct path to 1P1 = {direct:.4f} eV")
print(f"path through 3D1 = {detour:.4f} eV")
print(f"net lower coupling g- = {lower_coupling:.4f} eV")
print(f"upper coupling g+ = {upper:.4f} eV")
for n in range(3):
    print(f"line {n + 1}: energy from E_c = {levels[n]:.4f} eV")
    print(f"line {n + 1}: above leading line = {levels[n] - levels[0]:.4f} eV")
    content = 100 * states[:, n] ** 2
    print(f"line {n + 1}: 3P1, 3D1, 1P1 weights = "
          f"{content[0]:.3f}, {content[1]:.3f}, {content[2]:.3f} %")
print(f"sum of relative strengths = {100 * weights.sum():.3f} %")
print(f"estimated leading strength = {100 * estimate:.3f} %")
print(f"leading / second strength = {weights[0] / weights[1]:.5f}")
print(f"leading strength, F2=0 = {100 * without_F2:.5f} %")
print(f"leading strength, zd=0 = {100 * without_zd:.3f} %")
print(f"leading strength, zp=0 = {100 * without_zp:.5f} %")
print(f"leading strength, H12=0 = {100 * without_mixing:.3f} %")
print(f"F2 at which leading line is dark = {F2_dark:.4f} eV")
print(f"mixing angle at zd=F2=0 = {np.degrees(dark_theta):.3f} degrees")
print("pure jj strengths, rising energy = "
      + ", ".join(f"{100 * value:.3f}" for value in jj_weights) + " %")
print(f"squared norm of angular bright state = {bright_norm:.6f} (no unit)")
print("all assertions hold")
```

Printed output:

```
Model parameters, round values
2p spin-orbit zp = 4.00 eV
3d spin-orbit zd = 0.05 eV
F2(2p,3d) = 5.00 eV
G1(2p,3d) = 4.00 eV
G3(2p,3d) = 2.00 eV
J=1 matrix from E_c, order 3P1 3D1 1P1, in eV
  -2.0375     1.7537     1.3612
   1.7537     1.9375     2.4189
   1.3612     2.4189     4.3333
configuration average minus E_c = 0.3524 eV
triplet mixing angle = 20.712 degrees
lower triplet energy mu- = -2.7006 eV
upper triplet energy mu+ = 2.6006 eV
direct path to 1P1 = 1.2732 eV
path through 3D1 = -0.8555 eV
net lower coupling g- = 0.4177 eV
upper coupling g+ = 2.7439 eV
line 1: energy from E_c = -2.7315 eV
line 1: above leading line = 0.0000 eV
line 1: 3P1, 3D1, 1P1 weights = 89.408, 10.049, 0.542 %
line 2: energy from E_c = 0.6078 eV
line 2: above leading line = 3.3393 eV
line 2: 3P1, 3D1, 1P1 weights = 4.673, 60.985, 34.342 %
line 3: energy from E_c = 6.3570 eV
line 3: above leading line = 9.0884 eV
line 3: 3P1, 3D1, 1P1 weights = 5.919, 28.965, 65.116 %
sum of relative strengths = 100.000 %
estimated leading strength = 0.554 %
leading / second strength = 0.01579
leading strength, F2=0 = 0.00690 %
leading strength, zd=0 = 0.707 %
leading strength, zp=0 = 0.00962 %
leading strength, H12=0 = 5.941 %
F2 at which leading line is dark = 0.3863 eV
mixing angle at zd=F2=0 = 30.000 degrees
pure jj strengths, rising energy = 6.667, 60.000, 33.333 %
squared norm of angular bright state = 1.333333 (no unit)
all assertions hold
```
